# Why the J = 5/2 level of He⁻ 1s2s2p ⁴P lives longest

**Q:** I store He⁻ ions in the state $1s2s2p\;{}^4P^o$. The $J=1/2$ and $3/2$ levels disappear first and $J=5/2$ remains. All three have practically the same energy to give to the electron. What distinguishes them?

**A:** Start with what the ion can decay into. The ${}^4P^o$ term lies below neutral He $1s2s\;{}^3S$, so the one open channel is the ground state $1s^2\;{}^1S$ plus a free electron. That core has zero angular momentum and even parity. The electron must therefore carry the whole $J$ and the odd parity of the ion:

$$j=J,\qquad (-1)^l=-1,\qquad l=j\pm\tfrac12 .$$

For $J=1/2$ the choices are $l=0,1$, and parity selects $p_{1/2}$. For $J=3/2$ they are $l=1,2$, which gives $p_{3/2}$. For $J=5/2$ they are $l=2,3$, which gives $f_{5/2}$. This uses conservation of $J$ and parity alone, so it holds at every order of the interaction between the electrons. It assumes a nucleus without spin and no external field.

**Q:** So the $f$ electron is compulsory. Which force ejects it?

**A:** Not the Coulomb repulsion, which conserves total spin $S$: the ion has $S=3/2$ and the final state $S=1/2$. We need the spin-dependent Breit–Pauli terms. In hartree atomic units, with electron $g$-factor 2 and fine-structure constant $\alpha$, they are

$$H_{so}=\frac{\alpha^2}{2}\sum_i\frac{Z\,\mathbf l_i\cdot\mathbf s_i}{r_i^3}-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j)}{r_{ij}^3},$$

$$H_{ss}=\alpha^2\sum_{i<j}\left[\frac{\mathbf s_i\cdot\mathbf s_j}{r_{ij}^3}-\frac{3(\mathbf s_i\cdot\mathbf r_{ij})(\mathbf s_j\cdot\mathbf r_{ij})}{r_{ij}^5}\right].$$

The second is the energy of two magnetic dipoles $-\alpha\mathbf s$. Each term is a product of an orbital tensor and a spin tensor of equal rank $k$, contracted to a scalar. $H_{so}$ is a vector dotted into a vector, so $k=1$. $H_{ss}$ contracts two traceless symmetric tensors, so $k=2$. The remaining terms (mass-velocity, Darwin, orbit-orbit, spin contact and the recoil term $\mathbf p_i\cdot\mathbf p_j$) are scalars in space and in spin separately. They conserve $L$ and $S$ and cannot cause the decay at first order.

A rank-$k$ tensor connects $L$ to $L'$ if $|L-L'|\le k\le L+L'$, and likewise for spin:

- ${}^4P\to{}^2F$ ($J=5/2$): orbit requires $2\le k\le4$ and spin $1\le k\le2$, so $k=2$.
- ${}^4P\to{}^2P$ ($J=1/2,3/2$): orbit allows $0\le k\le2$ and spin $1\le k\le2$, so $k=1$ or $2$.

At first order, then, $J=5/2$ decays by the spin-spin tensor alone, while the other levels also have the spin-orbit terms. The argument uses $L$ and $S$, not the configuration, so it survives electron correlation. At second order two rank-1 steps can replace one rank-2 step, for example through ${}^2D^o_{5/2}$. That amplitude carries $\alpha^4$ instead of $\alpha^2$.

**Q:** Can you write the $J=5/2$ rate explicitly?

**A:** Yes, for a single configuration with orthogonal orbitals. Take $M=5/2$, where the initial state is one determinant, $|1s{\uparrow}\,2s{\uparrow}\,2p_{+1}{\uparrow}|$. The outgoing electron is

$$|f_{5/2},\tfrac52\rangle=-\sqrt{\tfrac17}\,|f_2{\uparrow}\rangle+\sqrt{\tfrac67}\,|f_3{\downarrow}\rangle .$$

Let $A$ be the amplitude to this state and $A_3$ the amplitude to $f_3{\downarrow}$ alone. The state $f_3{\downarrow}$ contains $j=5/2$ and $7/2$, but $J$ is conserved, so only its $5/2$ part contributes: $A_3=\sqrt{6/7}\,A$.

In $A_3$ the electron $1s{\uparrow}$ is a spectator, and $2s{\uparrow}2p_{+1}{\uparrow}$ become $1s{\downarrow}f_3{\downarrow}$. Both spins are lowered, so we need the part of $H_{ss}$ with $s_{1-}s_{2-}$. With $r_\pm=x\pm iy$ and $\mathbf r=\mathbf r_1-\mathbf r_2$,

$$\mathbf s\cdot\mathbf r=s_zz+\tfrac12(s_+r_-+s_-r_+).$$

The product of two such factors contains $\tfrac14s_{1-}s_{2-}r_+^2$, and $\mathbf s_1\cdot\mathbf s_2$ contains no $s_{1-}s_{2-}$. The operator is therefore $-\tfrac34\alpha^2s_{1-}s_{2-}\,r_+^2/r^5$, and each lowering has matrix element 1.

To separate the electrons, let $\partial_+=\partial_x+i\partial_y$. Since $\partial_+r_+=0$ and $\partial_+f(r)=f'(r)\,r_+/r$, we have $\partial_+^2(1/r)=3r_+^2/r^5$. For $r_1<r_2$, let $\partial_+$ act on $\mathbf r_2$ in the expansion $1/r=1/r_2+\mathbf r_1\cdot\mathbf r_2/r_2^3+\dots$. The first term gives

$$\tfrac13\partial_+^2\frac1{r_2}=\frac{r_{2+}^2}{r_2^5}.$$

For the second, $\partial_+(\mathbf r_1\cdot\mathbf r_2)=r_{1+}$ and $\partial_+^2r_2^{-3}=15r_{2+}^2r_2^{-7}$, so

$$\tfrac13\partial_+^2\frac{\mathbf r_1\cdot\mathbf r_2}{r_2^3}=-\frac{2r_{1+}r_{2+}}{r_2^5}+\frac{5(\mathbf r_1\cdot\mathbf r_2)r_{2+}^2}{r_2^7}.$$

Because $\mathbf r_1\cdot\mathbf r_2=z_1z_2+\tfrac12(r_{1+}r_{2-}+r_{1-}r_{2+})$, this contains $\tfrac52\,r_{1-}r_{2+}^3/r_2^7$.

Let electron 1 be the one that ends in $1s$. If it comes from $2s$ (direct term), it needs a monopole, which is the first expression. If it comes from $2p_{+1}$ (exchange term), it needs a dipole that lowers $m$ by one, which is the $r_{1-}$ piece. For $r_1>r_2$ the two derivatives give electron 1 a multipole of at least 2, which cannot take $s$ or $p$ to $s$. That region contributes nothing. One piece remains. The two expansions join at $r_1=r_2$ with a jump in the radial derivative, so $\partial_+^2(1/r)$ also holds a contact term $-4\pi\,(r_{2+}/r_2)^2\,\delta^3(\mathbf r_1-\mathbf r_2)$. It evaluates all four orbitals at the same point, so it is equal in the direct and exchange terms and cancels in their difference. The two integrals below therefore give the amplitude only in combination, not the direct and exchange elements separately.

The angular factors follow from $Y_{00}=1/\sqrt{4\pi}$, $Y_{11}=-\sqrt{3/8\pi}\,r_+/r$ and $Y_{33}=-\sqrt{35/64\pi}\,r_+^3/r^3$:

$$\langle Y_{33}|\tfrac{r_+^2}{r^2}|Y_{11}\rangle=\sqrt{\tfrac{24}{35}},\quad \langle Y_{00}|\tfrac{r_-}{r}|Y_{11}\rangle=-\sqrt{\tfrac23},\quad \langle Y_{33}|\tfrac{r_+^3}{r^3}|Y_{00}\rangle=-\sqrt{\tfrac{16}{35}} .$$

The exchange factor is $\tfrac52\sqrt{32/105}=\tfrac53\sqrt{24/35}$, and antisymmetry gives it a minus sign. With $P=r\times$ (radial function), the radial integrals are

$$D=\int_0^\infty\!dr_2\,\frac{P_fP_{2p}}{r_2^3}\int_0^{r_2}\!dr_1\,P_{1s}P_{2s},\qquad X=\int_0^\infty\!dr_2\,\frac{P_fP_{2s}}{r_2^4}\int_0^{r_2}\!dr_1\,r_1P_{1s}P_{2p}.$$

Up to an overall sign, $A_3=\tfrac34\alpha^2\sqrt{24/35}\,(D-\tfrac53X)$. Hence

$$|A|^2=\frac76\cdot\frac9{16}\cdot\frac{24}{35}\,\alpha^4\left(D-\tfrac53X\right)^2=\frac9{20}\,\alpha^4\left(D-\tfrac53X\right)^2 .$$

For a continuum wave normalized per unit energy, the golden rule is $\Gamma=2\pi|A|^2$, so

$$\Gamma_{5/2}=\frac{9\pi}{10}\,\alpha^4\left(D-\tfrac53X\right)^2 .$$

**Q:** And the other two levels?

**A:** They have two routes. The spin-dependent terms $H_B=H_{so}+H_{ss}$ can eject the $p$ electron directly. They can also mix a little ${}^2P^o$ of the same configuration into the quartet, and this admixture then decays by Coulomb repulsion. First-order perturbation of the bound state gives

$$A_J=\langle kp|H_B|{}^4P_J\rangle+\sum_{n=1}^{2}\frac{\langle kp|1/r_{12}|{}^2P_n\rangle\langle{}^2P_n|H_B|{}^4P_J\rangle}{E_4-E_n},$$

where $kp$ includes the $1s^2$ core and $1/r_{12}$ stands for the repulsion of all pairs. A ${}^2P$ term has no $J=5/2$ level, so that route is closed to the stretched level. The nuclear part of $H_{so}$ acts on one electron, while the direct step changes two orbitals. With a single configuration and orthogonal orbitals it therefore enters through the admixture only.

**Q:** I would like numbers.

**A:** Take a model ion with $Z=2$ and all orbitals from one potential, $V=-(e^{-2r}+e^{-0.1r})/r$, which is neutral at long range. The ejected electron is given 0.70 hartree; the orbital energies suggest much the same, $-0.079-0.049+0.839=0.71$ hartree. Correlation and relaxation of the orbitals are missing, so these are not predicted lifetimes of He⁻.

For $J=5/2$, in atomic units, $D=-2.10\times10^{-3}$ and $X=2.54\times10^{-3}$. Their common sign depends on the phases chosen for the orbitals. Their relative sign does not, and it makes the two terms add:

$$D-\tfrac53X=-2.10\times10^{-3}-4.23\times10^{-3}=-6.33\times10^{-3}.$$

The amplitude is $|A|=2.26\times10^{-7}$, so $\Gamma=2\pi|A|^2=3.2\times10^{-13}$ hartree. This is a rate of $1.33\times10^4\ \mathrm{s^{-1}}$, or a lifetime of 75 µs. An explicit expansion in determinants, with the interactions integrated in three dimensions, reproduces the closed formula, and its Coulomb and spin-orbit amplitudes vanish to rounding error.

The lifetimes of $J=1/2$ and $3/2$ are 1.9 and 3.4 µs, so $J=5/2$ outlives them by factors of about 40 and 22. Changing the screening constant from 0.10 to 0.15 lengthens all three lifetimes by roughly half but leaves these factors at 39 and 22.

**Q:** Is the borrowed Coulomb decay what kills the $J=1/2$ and $3/2$ levels?

**A:** Not mainly, in this model. For $J=1/2$ the direct route alone gives $3.6\times10^5\ \mathrm{s^{-1}}$ and the admixture alone $1.6\times10^4\ \mathrm{s^{-1}}$. Amplitudes add, not rates:

$$\left(\sqrt{3.63\times10^5}+\sqrt{0.16\times10^5}\right)^2\approx5.3\times10^5\ \mathrm{s^{-1}},$$

which is the full rate. The admixture raises the direct rate by a factor of about 1.5, and for $J=3/2$ by about 1.4. Correlation could change this balance in the real ion.

Sorting by interaction tells more. These are the rates in $10^4\ \mathrm{s^{-1}}$, both routes included:

| $J$ | spin-orbit terms alone | spin-spin alone | all |
|---|---|---|---|
| 1/2 | 16.7 | 10.3 | 53 |
| 3/2 | 41.8 | 1.03 | 30 |
| 5/2 | 0 | 1.33 | 1.33 |

Without the spin-orbit terms, $J=3/2$ would live about 30 per cent longer than $J=5/2$. Its short life is due to them. $J=1/2$ would still decay about eight times faster than $J=5/2$ by spin-spin alone.

**Q:** Why do the two interactions help each other in $J=1/2$ but oppose each other in $J=3/2$?

**A:** The $J$ dependence of a rank-$k$ amplitude is a sign, which changes with $J$ but is the same for both ranks, times the $6j$ symbol

$$w_k(J)=\begin{Bmatrix}1&\tfrac32&J\\ \tfrac12&1&k\end{Bmatrix}.$$

For $k=1$ its squares at $J=1/2$ and $3/2$ are $1/36$ and $5/72$, a ratio of 0.4. For $k=2$ they are $1/12$ and $1/120$, a ratio of 10. The table shows both ratios. Orthogonality of the $6j$ symbols for different $k$ requires

$$\sum_J(2J+1)\,w_1(J)\,w_2(J)=2\,w_1(\tfrac12)w_2(\tfrac12)+4\,w_1(\tfrac32)w_2(\tfrac32)=0 .$$

The two products have opposite signs. If the interactions add in one level, they must subtract in the other. Which level gets the sum depends on the radial integrals; here it is $J=1/2$.

**Q:** I had assumed that the centrifugal barrier of the $f$ wave was the main reason.

**A:** The barrier is real. Inside 2 bohr the $f$ wave has 0.023 of probability per hartree and the $p$ wave 0.51, which is 22 times more. But if the $p$ radial function is put into $D$ and $X$ in place of $P_f$, an artificial substitution, the rate rises by a factor of only 1.8. This number does not measure the barrier alone. $D$ grows about fivefold, but the relative sign of $D$ and $X$ changes, so the two terms partly cancel instead of adding. The table is a better guide, because it shows another effect of angular momentum: $L'=3$ shuts out the rank-1 terms. Without those terms $J=3/2$ would outlive $J=5/2$, and $J=1/2$ would decay only about eight times faster than $J=5/2$.

For a slow electron the barrier would take over. For a short-range potential with no bound state at threshold, the shape of an energy-normalized wave at fixed $r$ stops depending on $k$ as $k\to0$, and its size scales with $k$ like the free wave $k^{-1/2}(kr)^{l+1}$:

$$P_l\propto k^{l+1/2},\qquad \Gamma\propto P_l^2\propto k^{2l+1},$$

so an $f$-wave rate falls as $k^7$ and a $p$-wave rate as $k^3$. Here $k=\sqrt{2\times0.70}=1.2$ per bohr, and $kr$ is not small where the orbitals overlap.

**Q:** What could spoil the long life in my trap?

**A:** Anything that mixes $J=5/2$ with the levels of lower $J$, such as a nuclear spin or a magnetic field. Some sublevels escape: a uniform field alone leaves $M=\pm5/2$ unmixed, and a nuclear spin $I$ alone leaves $F=I+5/2$ unmixed, because the levels of lower $J$ have no state with the same $M$ or $F$. For the other sublevels, suppose a fraction $q$ of $J=3/2$ is mixed in. The $p$ and $f$ waves do not interfere in the total rate, so

$$\Gamma=(1-q)\,\Gamma_{5/2}+q\,\Gamma_{3/2}.$$

With $\Gamma_{3/2}=22\,\Gamma_{5/2}$, the rate doubles when $21q=1$, that is, at an admixture of about 5 per cent. Thermal radiation and collisions with residual gas can also detach the weakly bound electron. These processes and radiative decay are left out of all the rates above. The remaining values are in the numerical output below.

## Numbers as computed

```
nuclear charge Z = 2; ejected-electron energy = 0.70 hartree
long-range screening, main model = 0.10 per bohr
orbital energies 1s, 2s, 2p (hartree): -0.83897, -0.07942, -0.04941
2P levels above 4P (eV): 1.0343, 2.4506
Coulomb widths of these 2P levels (eV): 0.00262, 0.01249
J=1/2 admixtures of the two 2P (absolute): 3.911e-05, 1.113e-05
J=1/2 rate, spin-orbit terms alone: 1.6729e+05 1/s
J=1/2 rate, spin-spin term alone: 1.0253e+05 1/s
J=1/2 rate, direct route alone: 3.6325e+05 1/s
J=1/2 rate, direct spin-spin alone: 6.5925e+04 1/s
J=1/2 rate, 2P admixture alone: 1.6003e+04 1/s
J=3/2 admixtures of the two 2P (absolute): 5.222e-05, 5.634e-06
J=3/2 rate, spin-orbit terms alone: 4.1822e+05 1/s
J=3/2 rate, spin-spin term alone: 1.0253e+04 1/s
J=3/2 rate, direct route alone: 2.1696e+05 1/s
J=3/2 rate, direct spin-spin alone: 6.5925e+03 1/s
J=3/2 rate, 2P admixture alone: 6.3441e+03 1/s
rate ratio J=1/2 to 3/2, spin-orbit alone: 0.40000
rate ratio J=1/2 to 3/2, spin-spin alone: 10.00000
J=5/2 integral D = -2.098362e-03 atomic units
J=5/2 integral X = 2.537380e-03 atomic units
J=5/2 D - 5X/3 = -6.327328e-03 atomic units
J=5/2 |spin-spin amplitude| = 2.2603e-07 hartree^(1/2)
J=5/2 |spin-orbit amplitude| / |spin-spin| = 1.1e-16
J=5/2 rate, closed formula: 1.3270e+04 1/s
J=5/2 rate, determinants: 1.3270e+04 1/s
discretized / continuum f-wave rate: 0.9996
p-wave probability inside 2 bohr: 5.0584e-01 per hartree
f-wave probability inside 2 bohr: 2.2991e-02 per hartree
J=5/2 rate factor if the p wave replaced the f wave: 1.817
screening 0.10: lifetime J=1/2 = 1.881 microseconds
screening 0.10: lifetime J=3/2 = 3.361 microseconds
screening 0.10: lifetime J=5/2 = 75.36 microseconds
screening 0.10: lifetime ratio 5/2 to 1/2 = 40.07
screening 0.10: lifetime ratio 5/2 to 3/2 = 22.42
screening 0.15: lifetime J=1/2 = 2.899 microseconds
screening 0.15: lifetime J=3/2 = 5.115 microseconds
screening 0.15: lifetime J=5/2 = 114.4 microseconds
screening 0.15: lifetime ratio 5/2 to 1/2 = 39.44
screening 0.15: lifetime ratio 5/2 to 3/2 = 22.36
```
